# Electron mass shift and the $A^2$ term in nonrelativistic self-energy, part 1

(Sections cited here and not found follow in the second part.)

## 1. What goes wrong

Couple a bound electron to the quantized radiation field and compute the shift of a level to lowest order in the fine-structure constant $\alpha$. The sum over virtual photons does not converge. If it is cut off at a photon energy $\Lambda$, then in the dipole approximation one part of the shift grows like $\Lambda^2$, another like $\Lambda$, and a third, for levels with $\langle\nabla^2V\rangle\ne0$, like $\ln\Lambda$. For an electron in the ground state of a harmonic trap with $\hbar\omega_0 = 10$ eV and a cutoff $\Lambda = 10$ keV, the three parts are $0.227$ eV, $-4.55\times10^{-4}$ eV and $3.14\times10^{-6}$ eV. The linear part is proportional to the mean kinetic energy. It cancels between levels of equal mean kinetic energy, but taken at face value it makes every transition energy between levels of different mean kinetic energy depend linearly on an arbitrary cutoff. In the shift of a single level it buries the logarithmic part, which is the one that a nonrelativistic calculation of the Lamb shift needs.

Two facts remove the two large terms. The term linear in $\Lambda$ is present for a free electron as well, where it has the form of a change of mass,
$$\delta m\,c^2 = \frac{4\alpha\Lambda}{3\pi},$$
and the mass put into the Schrödinger equation from experiment already contains it. The term in $\Lambda^2$ comes from the $A^2$ part of the Hamiltonian and is, at order $\alpha$, the same number for every level. Both facts carry conditions. The linear growth holds only while the recoil of the electron is negligible, and the equal shift holds only at order $\alpha$ and can fail when the vacuum is not translation invariant.

## 2. Hamiltonian and conventions

The algebra uses atomic units with Gaussian fields: $\hbar = e = 1$ and $c = 1/\alpha$. The electron is spinless, has charge $-1$, and has the bare mass $m = 1$, which is the parameter in the Hamiltonian before any coupling to the field is included. Minimal coupling replaces $\mathbf p$ by $\mathbf p - q\mathbf A/c = \mathbf p + \alpha\mathbf A$, so that
$$H = \tfrac12(\mathbf p + \alpha\mathbf A)^2 + V(\mathbf r) + \sum_{\mathbf k\lambda}\omega\, a^\dagger_{\mathbf k\lambda}a_{\mathbf k\lambda},\qquad \omega = ck. \tag{1}$$
The gauge is the Coulomb gauge, $\nabla\cdot\mathbf A = 0$. The constant zero-point energy of the free field has been dropped, as has the constant electrostatic self-energy of the charge.

The field is expanded in a periodic box of volume $\mathcal V$, with two real unit polarization vectors $\boldsymbol\epsilon_{\mathbf k\lambda}\perp\mathbf k$ for each $\mathbf k\ne0$:
$$\mathbf A(\mathbf r) = \sum_{\mathbf k\lambda} N_\omega\,\boldsymbol\epsilon_{\mathbf k\lambda}\left(a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r} + a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf r}\right).$$
The amplitude $N_\omega$ is fixed by the vacuum energy of one mode. The electric field $\mathbf E = -\alpha\,\partial_t\mathbf A$ has amplitude $(\omega/c)N_\omega$, and the magnetic field $\nabla\times\mathbf A$ has amplitude $kN_\omega$, which is the same. The vacuum value of $\frac1{8\pi}\int(E^2+B^2)\,d^3r$ for this mode is therefore $\mathcal V\omega^2N_\omega^2/(4\pi c^2)$. Setting it equal to $\omega/2$ gives $N_\omega^2 = 2\pi c^2/(\omega\mathcal V)$, and since $\alpha c = 1$,
$$\alpha\mathbf A(\mathbf r) = \sum_{\mathbf k\lambda}\sqrt{\frac{2\pi}{\omega\mathcal V}}\;\boldsymbol\epsilon_{\mathbf k\lambda}\left(a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r} + a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf r}\right). \tag{2}$$
Only modes with $\omega\le\Lambda$ are kept. The dipole approximation replaces $e^{\pm i\mathbf k\cdot\mathbf r}$ by 1.

Expanding the square gives $\mathbf p\cdot\mathbf A + \mathbf A\cdot\mathbf p$. The two orderings differ by $-i\nabla\cdot\mathbf A = 0$, so
$$H = H_0 + H_1 + H_2,\qquad H_1 = \alpha\mathbf A\cdot\mathbf p,\qquad H_2 = \tfrac12\alpha^2\mathbf A^2,$$
with $H_0 = p^2/2 + V + \sum\omega a^\dagger a$. The term $H_1$ is linear in the charge and changes the photon number by one, so its expectation value in the photon vacuum vanishes. The term $H_2$ is quadratic in the charge. The lowest shift, of order $e^2$ and called order $\alpha$ below, is the sum of $H_1$ in second order and $H_2$ in first order.

## 3. The mode sum and the polarization tensor

In the box $\mathbf k = 2\pi\mathbf n/L$ with integer $\mathbf n$, so each wave vector occupies the volume $(2\pi)^3/\mathcal V$. With $k = \alpha\omega$,
$$\sum_{\mathbf k} \to \frac{\mathcal V}{(2\pi)^3}\int k^2dk\,d\Omega = \frac{\mathcal V\alpha^3}{8\pi^3}\int_0^\Lambda\omega^2d\omega\int d\Omega. \tag{3}$$
The vectors $\boldsymbol\epsilon_1,\boldsymbol\epsilon_2,\hat{\mathbf k}$ form an orthonormal basis, and its completeness gives $\sum_\lambda\epsilon_i\epsilon_j = \delta_{ij} - \hat k_i\hat k_j$. The integral $\int\hat k_i\hat k_j\,d\Omega$ is unchanged by rotations, so it is a multiple of $\delta_{ij}$; its trace is $\int d\Omega = 4\pi$, so the multiple is $4\pi/3$. Hence
$$\int d\Omega\sum_\lambda\epsilon_i\epsilon_j = \left(4\pi - \frac{4\pi}3\right)\delta_{ij} = \frac{8\pi}{3}\delta_{ij}. \tag{4}$$
Combining (3) and (4), for any function $F$ of the frequency,
$$\sum_{\mathbf k\lambda}\frac{2\pi}{\mathcal V}\,\epsilon_i\epsilon_j\,F(\omega) \to 2\pi\cdot\frac{\alpha^3}{8\pi^3}\cdot\frac{8\pi}3\,\delta_{ij}\int_0^\Lambda\omega^2F\,d\omega = \frac{2\alpha^3}{3\pi}\,\delta_{ij}\int_0^\Lambda\omega^2F\,d\omega. \tag{5}$$

## 4. The free electron: $H_1$ in second order

Set $V = 0$ and make the dipole approximation. Then $H$ does not contain $\mathbf r$, so $[\mathbf p,H] = 0$ and $\mathbf p$ may be treated as a fixed vector of numbers. From $|\mathbf p;0\rangle$ the operator $H_1$ reaches only $|\mathbf p;1_{\mathbf k\lambda}\rangle$, with the same electron momentum, through the $a^\dagger$ term:
$$\langle\mathbf p;1_{\mathbf k\lambda}|H_1|\mathbf p;0\rangle = \sqrt{\frac{2\pi}{\omega\mathcal V}}\;\boldsymbol\epsilon\cdot\mathbf p.$$
The kinetic energy is the same in both states, so the intermediate state lies higher by exactly $\omega$. Second-order perturbation theory gives
$$\Delta E_{pA} = -\sum_{\mathbf k\lambda}\frac{2\pi}{\omega\mathcal V}\,\frac{(\boldsymbol\epsilon\cdot\mathbf p)^2}{\omega}. \tag{6}$$
The sign is negative because every intermediate state lies above the initial one. Equation (5) applies with $F = 1/\omega^2$. The two powers of $\omega$ from the density of modes cancel one power from the squared amplitude and one from the denominator, the integrand is 1, and
$$\Delta E_{pA} = -\frac{2\alpha^3}{3\pi}\,p^2\int_0^\Lambda d\omega = -\frac{2\alpha^3\Lambda}{3\pi}\,p^2. \tag{7}$$
Photon-energy intervals of equal width contribute equally, which is the meaning of the linear divergence. The integral has no singularity at small $\omega$.

The shift (7) is proportional to $p^2$, as the kinetic energy is. A particle of mass $m+\delta m$ has
$$\frac{p^2}{2(m+\delta m)} = \frac{p^2}{2m} - \frac{\delta m}{2m^2}\,p^2 + O(\delta m^2).$$
For general $m$ the coupling is $H_1 = \alpha\mathbf A\cdot\mathbf p/m$, and (7) acquires the factor $1/m^2$. This factor cancels in the comparison, $\delta m/2 = 2\alpha^3\Lambda/3\pi$, and
$$\delta m = \frac{4\alpha^3\Lambda}{3\pi},\qquad \delta m\,c^2 = \frac{4\alpha\Lambda}{3\pi}, \tag{8}$$
where the second form follows from $c^2 = \alpha^{-2}$ and holds in any units when $\Lambda$ is an energy. The energy at fixed momentum goes down, so the mass goes up. The expansion parameter is $\delta m/m = (4/3\pi)\,\alpha\Lambda/mc^2$.

**Dependence on the cutoff shape.** If the sharp cutoff is replaced by a weight $f(\omega)$ multiplying each term of (6), then $\Lambda\to\int_0^\infty f\,d\omega$. For $f = e^{-\omega^2/\Lambda^2}$ the result (8) is multiplied by $\sqrt\pi/2$. The coefficient $4/3\pi$ belongs to the sharp cutoff; the form $-\delta m\,p^2/2$ and the linear growth are common to all isotropic weights that depend only on $\omega/\Lambda$ and have a finite, nonzero integral.

**Classical content.** In terms of the cutoff wave number $k_{\max} = \Lambda/\hbar c$, equation (8) reads $\delta m\,c^2 = 4e^2k_{\max}/3\pi$ in Gaussian units, with no $\hbar$ and no $m$. The electrostatic self-energy with the same cutoff is
$$U = \frac12\int\frac{d^3k}{(2\pi)^3}\frac{4\pi e^2}{k^2} = \frac12\cdot\frac{4\pi\cdot4\pi e^2}{8\pi^3}\,k_{\max} = \frac{e^2k_{\max}}{\pi},$$
so $\delta m\,c^2 = \tfrac43U$, the factor $4/3$ of the classical electromagnetic mass. The quantity $\delta m$ is an inertia, defined by the coefficient of $p^2$. It is not the energy of the electron at rest divided by $c^2$; a cutoff on $\omega$ singles out one frame, and nothing in this model forces the two to agree.

Three numerical tests bear on this part. Angular quadrature with explicit polarization vectors reproduces (4), with $8\pi/3 = 8.37758$. The same quadrature with the SI normalization of the modes gives $\delta m\,c^2 = 30.9709$ eV at $\Lambda = 10$ keV, equal to (8) within the asserted relative tolerance of $10^{-7}$. The sum (6) is also done term by term over the 523304 wave vectors with $|\mathbf n|\le50$. To stay clear of the region near $\mathbf k = 0$, where a coarse lattice represents $1/\omega^2$ poorly, two cutoffs are subtracted. The shell $\Lambda/2<\omega\le\Lambda$ gives $1.00056$ times the continuum value. The polarization sum is exact, and cubic symmetry makes the lattice average of $\hat k_i\hat k_j$ exactly $\delta_{ij}/3$, so this ratio measures only the replacement of $\sum 1/n^2$ by its integral. The difference of two Gaussian cutoffs gives the factor $0.88595$ against $\sqrt\pi/2 = 0.88623$.

## 5. The $A^2$ term in first order

Keep the potential $V$ and, for this part, keep the phases $e^{\pm i\mathbf k\cdot\mathbf r}$. Take the photon-vacuum expectation value of $H_2$ first, leaving the electron position an operator. The product of two mode expansions contains $aa$, $a^\dagger a^\dagger$, $a^\dagger a$ and $aa^\dagger$. The first two change the photon number and the third annihilates the vacuum. The last gives $\langle0|a_{\mathbf k\lambda}a^\dagger_{\mathbf k'\lambda'}|0\rangle = \delta_{\mathbf k\mathbf k'}\delta_{\lambda\lambda'}$, so each phase meets its own conjugate:
$$\langle0|H_2|0\rangle = \frac12\sum_{\mathbf k\lambda}\frac{2\pi}{\omega\mathcal V}\,\boldsymbol\epsilon\cdot\boldsymbol\epsilon\;e^{i\mathbf k\cdot\mathbf r}e^{-i\mathbf k\cdot\mathbf r} = \sum_{\mathbf k}\frac{2\pi}{\omega\mathcal V},$$
where the two polarizations have cancelled the factor $\tfrac12$. With (3),
$$E_{A^2} = 2\pi\cdot\frac{\alpha^3}{8\pi^3}\cdot4\pi\int_0^\Lambda\omega\,d\omega = \frac{\alpha^3\Lambda^2}{2\pi} = \frac{\alpha\Lambda^2}{2\pi mc^2} = \frac38\,\frac{\delta m}{m}\,\Lambda. \tag{9}$$
The box sum of Part 4 gives $0.99945$ times this value.

No electron operator is left in (9). For electron eigenstates $n,n'$,
$$\langle n;0|H_2|n';0\rangle = E_{A^2}\,\delta_{nn'},$$
so every bound or continuum level moves by the same amount, degenerate levels are not mixed, and $H_2$ makes no contribution to any transition energy at order $\alpha$. The dipole approximation was not used. For $N$ electrons $H_2$ is a sum of one-electron terms and the shift is $NE_{A^2}$, common to all levels of fixed $N$.

**The role of translation invariance.** For general mode functions $\mathbf u_j(\mathbf r)$ the same contraction gives a sum over $|\mathbf u_j(\mathbf r)|^2/\omega_j$, which is a constant when the vacuum looks the same at every point and in general depends on $\mathbf r$ otherwise. Standing waves show this. For a pair $\pm\mathbf k$ along $x$ with a common polarization,
$$a_{\mathbf k}e^{ikx} + a_{-\mathbf k}e^{-ikx} = \sqrt2\,(a\cos kx + b\sin kx),\qquad a = \frac{a_{\mathbf k}+a_{-\mathbf k}}{\sqrt2},\quad b = \frac{i(a_{\mathbf k}-a_{-\mathbf k})}{\sqrt2},$$
and $a$, $b$ are again independent boson operators. Write the field of the pair as $\alpha A_y = g[\cos kx\,(a+a^\dagger) + \sin kx\,(b+b^\dagger)]$. Its vacuum $A^2$ energy is $\tfrac12g^2(\cos^2kx+\sin^2kx) = \tfrac12g^2$. If the sine mode is removed, the cosine mode alone gives $\tfrac12g^2\langle\cos^2kx\rangle_n$, which depends on the level already at order $g^2$. A conducting mirror placed at a node of $\cos kx$ produces this form with twice the weight. Between mirrors a distance $L$ apart the allowed $k$ are spaced by $\pi/L$, with one standing wave each, instead of $2\pi/L$ with two. A narrow band of $k$ then gives $g^2\cos^2kx$ for each free-space pair, whose spatial average is again $\tfrac12g^2$.

The program tests this on a two-dimensional anharmonic electron, $V = x^2/2+0.1x^4+0.845y^2+0.1x^2y^2$, with photon energy $5$, $k = 0.8$ and $g = 0.02$, all in atomic units and chosen as model parameters without regard to $\omega = ck$. It diagonalizes $H$ with and without $H_2$ and subtracts, for the four lowest levels at $1.2245$, $2.4613$, $2.5543$ and $3.8353$. The differences in units of $g^2/2$ are:

| field | level 1 | level 2 | level 3 | level 4 |
|---|---|---|---|---|
| dipole ($k=0$) | 0.99999 | 0.99999 | 1.00009 | 1.00004 |
| cosine and sine | 0.99999 | 0.99999 | 1.00008 | 1.00003 |
| cosine only | 0.79654 | 0.50851 | 0.80313 | 0.48756 |
| $\langle\cos^2kx\rangle_n$ | 0.79655 | 0.50851 | 0.80307 | 0.48721 |

The first two rows equal 1 and the third equals the fourth, each within the asserted $10^{-3}$. The first two rows are not exactly constant. When $g$ is doubled, the spread between the highest and lowest shift grows by a factor $15.99$ in those rows and by $3.99$ in the third. The level dependence thus scales as $g^4$ in the translation-invariant cases and as $g^2$ in the other, and a $g^4$ term is of order $\alpha^2$.

At order $\alpha$, the free electron's dipole self-energy is a mass shift linear in $\Lambda$, and the $A^2$ term moves every level equally when the vacuum is translation invariant. What remains is the effect of $A^2$ beyond order $\alpha$, the mass shift in bound levels, the limit that recoil sets on the linear law, and a worked example.
